What implicit stabilization does to the clock of a polarization simulation

**Question**

I simulate switching in a ferroelectric film by relaxing the polarization P down its free energy. An explicit step of 1 ns blows up within a few steps, so I added a term S(Pⁿ⁺¹ − Pⁿ) to the driving force. The run is now stable for any time step I try, and the energy never rises.

The switching time, however, depends on the step. At 2 MV/cm I get 2.9 ns with dt = 0.1 ns, 11.8 ns with dt = 1 ns and 100 ns with dt = 10 ns. I had assumed that an unconditionally stable scheme lets me choose dt for convenience. What is the added term doing, which time is right, and can I still use the large steps?

**Answer**

None of your three times is right: the model's own value is 1.95 ns. Stability here means that the polarization stays bounded and the energy does not rise. It does not say that the polarization advances by dt when the step counter does. How far it does advance follows from a few lines of algebra.

**The model**

Let E be the applied field along P. The free energy, including the work of the field, is

F = ∫ [f(P) + (κ/2)|∇P|²] dx,  f(P) = −aP²/2 + bP⁴/4 − EP,

with a, b, κ > 0. Relaxation with a uniform kinetic coefficient L obeys

∂P/∂t = −L μ,  μ = δF/δP = −aP + bP³ − E − κ∇²P.

The stabilized explicit step is

(Pⁿ⁺¹ − Pⁿ)/(L dt) = −μ(Pⁿ) − S(Pⁿ⁺¹ − Pⁿ),

where S is a positive constant. The extra term vanishes as dt → 0, so the scheme is consistent. What matters is its size at finite dt.

**The effective step**

Write δ = Pⁿ⁺¹ − Pⁿ and move the extra term to the left:

[1/(L dt) + S] δ = −μ(Pⁿ).

Multiply by L dt:

(1 + L S dt) δ = −L dt μ(Pⁿ).

Divide by the bracket:

Pⁿ⁺¹ = Pⁿ − L dt_eff μ(Pⁿ),  dt_eff = dt/(1 + L S dt).

This is the ordinary explicit step with dt replaced by dt_eff. No expansion was made, so at fixed field the two schemes produce the same sequence of polarizations. Only the time written beside each entry differs.

For L S dt ≪ 1 the effective step is nearly dt, and the relative clock error is L S dt. For L S dt ≫ 1 it approaches 1/(L S), however large dt is. Beyond that point a larger dt adds time to the label and almost none to the physics.

The gradient can also be treated implicitly. With A = −∇², the gradient part of μ is then evaluated at Pⁿ⁺¹, which adds κAδ to μ(Pⁿ):

[1/(L dt) + S + κA] δ = −μ(Pⁿ).

From the definition of dt_eff,

1/(L dt_eff) = (1 + L S dt)/(L dt) = 1/(L dt) + S,

so the equation becomes

[1/(L dt_eff) + κA] δ = −μ(Pⁿ).

This is the semi-implicit scheme without S, run with step dt_eff. Again S does nothing except rescale the step.

**Why this makes the scheme stable**

Take a uniform film close to its final well P_w, and let M = f''(P_w). A small deviation u has μ ≈ Mu, so

uⁿ⁺¹ = (1 − L M dt_eff) uⁿ.

It decays if L M dt_eff < 2. Since dt_eff < 1/(L S), the choice S ≥ M/2 guarantees this for every finite dt. If S < M/2, the condition fails once dt is large enough. These conditions are for a uniform film. If the film has a gradient and that term is kept explicit on a one-dimensional grid of spacing Δx, M must be replaced by M + 4κ/Δx², so a fine mesh demands a much larger S.

The explicit scheme has the limit dt < 2/(L M). With S ≥ M/2 the ceiling 1/(L S) is no larger than that. Near the well of a uniform film, then, small deviations decay for all dt because the scheme never takes a true step beyond the explicit limit. This is a linear statement: at S = M/2 a large step from farther away can overshoot P_w and raise the energy.

For large changes of P, "unconditional" needs a qualification. The curvature f'' = −a + 3bP² has no upper bound over all P, so a constant S can only serve a bounded range. For E > 0 take the interval from −P_w to P_w, on which f'' is at most M, and choose S ≥ M. The local map

G(P) = P − L dt_eff f'(P)

has slope 1 − L dt_eff f'', which is positive, so G is increasing. At the upper end f'(P_w) = 0, hence G(P_w) = P_w. At the lower end, f'(P_w) = 0 gives aP_w − bP_w³ = −E, so f'(−P_w) = aP_w − bP_w³ − E = −2E, and G(−P_w) > −P_w. The map keeps P inside the interval.

The implicit gradient does not spoil this on a grid with the nearest-neighbour Laplacian and zero-slope ends. The new profile obeys (1 + L dt_eff κA)Pⁿ⁺¹ = G(Pⁿ). Where Pⁿ⁺¹ is largest, APⁿ⁺¹ ≥ 0, so its maximum cannot exceed that of G. The minimum follows likewise.

The energy can now be bounded. Let ⟨u, v⟩ be the integral of uv over the film and ‖δ‖² = ⟨δ, δ⟩. Taylor's theorem with f'' ≤ M, plus the exact change of the quadratic gradient energy, gives at fixed E

ΔF ≤ ⟨μ, δ⟩ + (M/2)‖δ‖² + (κ/2)⟨δ, Aδ⟩.

Insert μ = −[1/(L dt) + S + κA]δ:

ΔF ≤ −[1/(L dt) + S − M/2]‖δ‖² − (κ/2)⟨δ, Aδ⟩.

Both terms are nonpositive. As a test, I started from random profiles and took 40 steps with each of dt = 1, 10 and 10⁶ ns; the energy rose in none of the 120 steps. Nothing in this inequality refers to the correct rate of descent.

**Your switching times**

I use round parameters: P₀ = 20 µC/cm² at zero field, an intrinsic coercive field E_c = 1 MV/cm and a viscosity of 1 Ω m. The condition P₀² = a/b fixes b. The restoring force aP − bP³ has its extremum at P = P₀/√3, where it equals 2aP₀/(3√3). Setting this equal to E_c gives

a = 3√3 E_c/(2P₀) = 0.1299 (MV/cm)/(µC/cm²).

The viscosity corresponds to L = 10 (µC/cm²)/(MV/cm)/ns. At E = 2 MV/cm the well lies at 25.4 µC/cm² and M = 0.496 (MV/cm)/(µC/cm²). I take S = 0.5 in the same unit, just above M. Then L S = 5 per ns, and the true step can never reach 0.2 ns. The explicit limit for settling into the well is 0.403 ns. Slightly above it the explicit run oscillates about the well without settling; at 1 ns the overshoots grow without bound, which is the blow-up you saw. In my run |P| passed 1000 µC/cm² after 5 steps.

Define the switching time as the time from −20 to +10 µC/cm². With g(P) = −L f'(P), the model's value for a uniform film is

T = ∫ dP/g(P) = 1.948 ns.

For dt = 1 ns,

dt_eff = 1/(1 + 5) = 0.1667 ns.

The run needs 11.79 steps, counting the last fraction by linear interpolation. The label says 11.79 × 1 = 11.79 ns, whereas the true clock says 11.79 × 0.1667 = 1.965 ns. With S and the field held fixed, the runs give:

dt = 0.01 ns: label 2.05 ns, corrected 1.950 ns
dt = 0.1 ns: label 2.94 ns, corrected 1.959 ns
dt = 1 ns: label 11.79 ns, corrected 1.965 ns
dt = 10 ns: label 100.3 ns, corrected 1.966 ns

From dt = 1 to 10 ns the number of steps falls only from 11.8 to 10.0, because dt_eff is already close to its ceiling.

If you prefer to trust the label, a clock error of 1 % requires dt = 0.01/(L S) = 0.002 ns. That is about two hundred times below the explicit stability limit. The demand comes from S alone.

**What the corrected clock leaves behind**

The corrected run is still an explicit integration with step h = dt_eff, and it has the error of one. To find it, look for a smooth equation dP/dt = g̃(P) whose solution passes through the computed points. Over one step,

P(t + h) = P + h g̃ + (h²/2) g̃' g̃ + …

must equal P + h g. Hence g̃ = g − (h/2) g' g to first order in h. The computed time is

∫ dP/g̃ ≈ ∫ (dP/g)(1 + h g'/2) = T + (h/2) ln(g_end/g_start).

At P = −20 the restoring force vanishes, so the total force is 2 MV/cm. At P = +10 it is 2 + 1.299 − 0.325 = 2.974 MV/cm. The leading error is therefore ½ ln(2.974/2) = 0.198 times h. An unstabilized run with h = 0.002 ns gives the same 0.198.

At dt = 1 ns this formula predicts an excess of 0.033 ns, while the run shows 0.017 ns. The leading term is then only a guide to size, and most of the 0.016 ns difference comes from higher powers of h (the h² term alone is −0.012 ns), with about 0.002 ns from the linear interpolation of the last step. Also, had I stopped at P = 0, where the force is again 2 MV/cm, the leading error would have cancelled. An accurate switching time does not by itself prove that the whole trajectory is accurate.

The final approach to the well shows this. At dt = 10 ns, dt_eff = 0.196 ns and the scheme multiplies a small deviation by

1 − L M dt_eff = 0.027

per step. The true factor over the same 0.196 ns is

exp(−L M dt_eff) = 0.378.

The tail of the switching transient therefore decays much too fast, even on the corrected clock. In a uniform film, relabelling repairs processes that are slow on the scale of dt_eff; it cannot resolve one that is over within a step.

**A moving domain wall**

The second case has a gradient and a field below E_c, so that both domains can exist. Let P₁ < P₂ < P₃ be the uniform solutions of E + aP − bP³ = 0, with P₂ unstable. There is no quadratic term, so P₁ + P₂ + P₃ = 0, and the equation of motion is

∂P/∂t = L[κP'' − b(P − P₁)(P − P₂)(P − P₃)].

Try a front moving at speed v with

P' = q(P − P₁)(P − P₃),

which describes a tanh profile falling from P₃ to P₁. Differentiation gives P'' = q(2P − P₁ − P₃)P'. In the moving frame ∂P/∂t = −vP', and dividing by P' leaves

−v = L[κq(2P − P₁ − P₃) − (b/q)(P − P₂)].

The terms in P cancel if q² = b/(2κ), so that b/q = 2κq. The rest is

−v = Lκq(2P₂ − P₁ − P₃) = 3LκqP₂,

and therefore

v₀ = −3P₂L√(κb/2).

For E > 0, P₂ is negative and the favoured domain grows. The width w in tanh(x/w) is 2√(2κ/b)/(P₃ − P₁).

Now let the stabilized semi-implicit scheme move this wall at speed v_s on the labelled clock. If the shift per step is small compared with w, δ ≈ −v_s dt P'. Multiply the discrete equation by P' and integrate:

−v_s dt {[1/(L dt) + S] I₁ + κI₂} = −∫ μP' dx,

with I₁ = ∫P'² dx and I₂ = ∫P''² dx. The right side depends only on the free-energy densities of the two domains, because μP' is the derivative of f − κP'²/2 and P' vanishes far from the wall. It is therefore the same as for the true motion, where it equals −v₀I₁/L. At low speed the profile in I₁ and I₂ is also the same, and

v_s = v₀/[1 + L dt(S + κI₂/I₁)].

With s = tanh(x/w), P' is proportional to 1 − s² and dx = w ds/(1 − s²). The two integrals are then in the ratio

I₂/I₁ = (4/w²) ∫s²(1 − s²)ds / ∫(1 − s²)ds = (4/w²)(4/15)/(4/3) = 4/(5w²),

with limits −1 and 1.

The S term is the clock factor found before. The other comes from the implicit gradient, which slows a Fourier component of wavenumber k through κk². It acts as a stabilizer that depends on k, so no single clock can undo it for every profile. For this steadily moving wall, the formula above gives the combined factor.

Take κ = 0.1 (MV/cm)/(µC/cm²) nm² and E = 0.2 MV/cm. Then P₂ = −1.549 µC/cm², w = 1.244 nm and v₀ = 0.187 nm/ns. The second term is 4 × 0.1/(5 × 1.244²) = 0.052, so at dt = 1 ns

v_s = 0.187/[1 + 10(0.5 + 0.052)] = 0.0287 nm/ns,

in agreement with the simulated 0.0287. Multiplying by 1 + L S dt = 6 restores 0.172 nm/ns, still 8 % below v₀. That remainder belongs to the implicit gradient at a true step of 0.167 ns and would be there without S. In a finely stepped run, doubling the mesh spacing from 0.1 to 0.2 nm changed the speed by 0.2 %.

**Fields that change with time**

Suppose the field is a ramp of rate r sampled on the label, Eⁿ = r n dt. The polarization has lived only for t' = n dt_eff, so it sees

E = r(1 + L S dt)t'.

The ramp is too fast by the clock factor, and P lags further behind it. For 0.02 MV/cm/ns, starting at zero field from −P₀, an accurate integration crosses P = 0 at 1.155 MV/cm. The stabilized run with dt = 1 ns crosses at 1.489 MV/cm, 29 % too high. An accurate integration at six times the ramp rate gives 1.472 MV/cm, which accounts for most of the shift. Relabelling the output afterwards does not recover the slow ramp; the field itself must be evaluated at n dt_eff.

**Can you keep the large steps?**

For an equilibrium state, yes, within the stability conditions above. The scheme stops when δ = 0, which requires μ = 0, and this condition contains neither S nor dt. The saving is limited, however, because the number of steps levels off once dt_eff is close to 1/(L S). The condition μ = 0 also holds at unstable states, such as P = 0 at zero field, so disturb the final state slightly and check that it returns. If several minima exist, however, do not assume that a distorted path ends in the one the true dynamics would select.

For kinetics, choose the true step h first, small enough for the fastest process you want to resolve. Solving h = dt/(1 + L S dt) for dt gives

dt = h/(1 − L S h),  h < 1/(L S).

Advance both the clock and the applied field by h. The run is then identical to one without S, so for constant L and S you may as well omit the term. Treating the gradient implicitly is a separate choice, and h must then also be small enough for its own slowing of the wall.

If L varies in space, the correction fails. Each point has its own dt_eff, and for large dt the product L dt_eff tends to 1/S everywhere. Regions that should relax at different rates then respond to the local force at the same rate per step.

Fitting L to a measured switching time hides the fault. To leading order the labelled run behaves as if its coefficient were L/(1 + L S dt). To imitate a true value L₀ you would have to enter

L_fit = L₀/(1 − L₀ S dt).

This is too large, and no positive solution exists once L₀ S dt ≥ 1. With L₀ = 10 and dt = 1 ns that product is 5.

**How this compares with a real film**

The polarization and 10 nm thickness are roughly those of a ferroelectric hafnia-based film. The value of E_c is close to the measured coercive field of such a film; nucleation can make that lower than the intrinsic field, so the model may understate the barrier to uniform switching. The viscosity is a round choice, so 1.95 ns is not a device prediction. Real films break the assumption of uniform switching: they reverse through nucleation and wall motion in a disordered medium. This can change the time by orders of magnitude, and the model cannot say by how much. The zero-field barrier of 6 kT in the output is for a volume w³ at 300 K and omits the gradient energy of its surface, so it is not a nucleation barrier and does not measure how easily heat can start the reversal. At 2 MV/cm, above E_c, the model has no barrier to uniform switching. The wall's tanh length w is about 2.5 lattice cells and its 10–90 % width about 5.5 cells; both follow from the chosen κ. A much narrower wall can be pinned by the lattice at low field, an effect the continuum model leaves out. A depolarizing field of about 0.23 MV/cm follows from an assumed screening length over permittivity of 0.01 nm summed over both electrodes, and twice that if 0.01 nm applies to each. The smaller value shortens the uniform switching time by about 6 %, but it exceeds the 0.2 MV/cm that drives the wall above, so it cannot be neglected there. The switching current of a 10 µm² capacitor causes a peak drop of 0.15 V out of 2 V across 50 Ω, which lengthens the switching time by about 5 %. The applied field is half of a rough breakdown field of 4 MV/cm. If the entropy change of the polarization is neglected, complete retention of the switching heat would warm the film by about 34 K, but heat crosses it in roughly 0.25 ns, so much of it can escape during switching if the electrodes are good heat sinks. These are uncertainties of the physical model. The factor of six at dt = 1 ns is a separate numerical error, set by L S dt. The remaining figures are in the numerical output below.

Numbers as computed

```
Landau a = 0.12990 (MV/cm)/(uC/cm2)
Landau b = 3.2476e-04 (MV/cm)/(uC/cm2)^3
kinetic coefficient L = 10.000 (uC/cm2)/(MV/cm)/ns
P0 = 20.0 uC/cm2, Ec = 1.0 MV/cm, E = 2.0 MV/cm
S = 0.50 (MV/cm)/(uC/cm2), kappa = 0.10 same x nm2
well at E: 25.355 uC/cm2, M = 0.4964 (MV/cm)/(uC/cm2)
step ceiling 1/(L S) = 0.2000 ns
explicit stability limit 2/(L M) = 0.4029 ns
explicit, dt = 1 ns: |P| > 1000 uC/cm2 after 5 steps
true time from -20 to 10 uC/cm2 = 1.9477 ns
dt  0.01 ns: dt_eff 0.00952 ns, steps 204.70, label 2.047 ns, corrected 1.9496 ns
dt  0.10 ns: dt_eff 0.06667 ns, steps 29.38, label 2.938 ns, corrected 1.9587 ns
dt  1.00 ns: dt_eff 0.16667 ns, steps 11.79, label 11.791 ns, corrected 1.9651 ns
dt 10.00 ns: dt_eff 0.19608 ns, steps 10.03, label 100.289 ns, corrected 1.9664 ns
leftover time error / dt_eff: run 0.1976, formula 0.1984
dt for 1 % clock error = 0.0020 ns, run gives 1.020 %
well deviation kept per step, dt = 10 ns: scheme 0.0266, true over dt_eff 0.3778
energy rises in 120 steps, dt = 1, 10, 1e6 ns: 0
wall: E = 0.2 MV/cm, P2 = -1.5489 uC/cm2, w = 1.2436 nm
wall speed: exact 0.18724 nm/ns, fine run 0.18616 nm/ns
speed shift, mesh 0.1 to 0.2 nm: -0.195 %
dt  1.0 ns: label speed 0.02872, formula 0.02873, corrected 0.17234 nm/ns
dt 10.0 ns: label speed 0.00333, formula 0.00333, corrected 0.16997 nm/ns
ramp 0.02 MV/cm/ns: true coercive field 1.1547 MV/cm
dt 0.1 ns: scheme 1.2024 MV/cm; true at 0.030 MV/cm/ns 1.1999 MV/cm
dt 1.0 ns: scheme 1.4890 MV/cm; true at 0.120 MV/cm/ns 1.4715 MV/cm
film 10 nm, area 10 um2, voltage 2.00 V, series 50 ohm
field / rough breakdown field (4 MV/cm) = 0.50
depolarizing field, screening 0.01 nm: 0.226 MV/cm
peak current 3.00 mA, series drop 0.150 V
zero-field barrier in volume w^3 at 300 K: 6.03 kT
zero-field barrier in volume w^3 at 358 K: 5.05 kT
heat released 85.9 J/cm3, adiabatic rise 34.4 K (rough 2.5 J/cm3/K)
heat diffusion time across film 0.25 ns (rough 1 W/m/K)
wall width / rough lattice cell (0.5 nm) = 2.49
```
